# Logarithmic tunnelling front and threshold drift from uniform near-interface oxide traps

An oxide occupies \(0<x<d\), between a transistor channel at \(x<0\) and a gate at \(x=d\). Electron traps of uniform volume density \(N_t\) fill the layer \(0<x<L\) and are empty when the channel is switched on at \(t=0\). If the channel density is then held constant, tunnelling fills the traps up to a mean depth

\[
X(t)=\frac{\ln(r_0t)+\gamma}{2\kappa},\tag{1}
\]

and the threshold voltage rises by

\[
\Delta V_T(t)=\frac{eN_t}{\varepsilon}\left[dX-\frac{X^2}{2}-\frac{\pi^2}{48\kappa^2}\right].\tag{2}
\]

Here \(r_0\) is the capture rate of a trap at the interface, \(2\kappa\) the decay constant of the electron density in the oxide, \(\gamma\simeq0.577\) Euler's constant, \(e>0\) the elementary charge and \(\varepsilon\) the oxide permittivity. Both laws hold in the time window

\[
\frac1{r_0}\ll t\ll\frac{e^{2\kappa L}}{r_0}.\tag{3}
\]

The front is logarithmic in time. The voltage is nearly so when \(X\ll d\); otherwise the term \(X^2/2\) bends the curve. Since the times of interest are seconds to years, nanometres, electronvolts, seconds and volts are used instead of atomic units.

**The electron density inside the oxide**

Take one occupied subband with areal density \(N_s\). In the channel, let the potential energy be \(-F_sx\) for \(x<0\), where \(F_s\) is a force, that is, an energy per length. In the oxide it is first taken as a constant \(\Phi\), the band offset. The masses are \(m_s\) and \(m_{ox}\), and \(E\) is the energy of the subband bottom, at which the decay is evaluated for all electrons. For \(x>0\) the bound solution is

\[
\psi(x)=\psi(0)e^{-\kappa x},\qquad
\kappa=\frac{\sqrt{2m_{ox}(\Phi-E)}}{\hbar}.\tag{4}
\]

On the channel side put \(s=-x\) and \(a_s=\hbar^2/2m_s\). The Schrödinger equation becomes

\[
a_s\psi''=(F_ss-E)\psi ,\tag{5}
\]

with primes denoting \(d/ds\). Its decaying solution is \(\mathrm{Ai}[k(s-E/F_s)]\), where \(k^3=F_s/a_s\). Current conservation requires \(\psi\) and \(m^{-1}d\psi/dx\) to be continuous. The oxide solution has \(d\psi/dx=-\kappa\psi\), and reversing the coordinate changes the sign, so

\[
\psi'(0)=\frac{m_s}{m_{ox}}\kappa\,\psi(0),\qquad
k\,\mathrm{Ai}'(z_0)=\frac{m_s}{m_{ox}}\kappa\,\mathrm{Ai}(z_0),\tag{6}
\]

with \(z_0=-kE/F_s\). The lowest root gives \(E\).

The capture rate also needs \(|\psi(0)|^2\). Multiply (5) by \(2\psi'\), which gives \(a_s(\psi'^2)'=(F_ss-E)(\psi^2)'\), and integrate from \(s=0\) to infinity. The right side is integrated by parts:

\[
-a_s\psi'(0)^2=E\psi(0)^2-F_s\int_0^\infty\psi^2ds.\tag{7}
\]

This fixes the probability in the channel. The probability in the oxide is \(\psi(0)^2/2\kappa\). Setting their sum to one and using (6) for \(\psi'(0)\) gives

\[
\frac1{|\psi(0)|^2}=\frac{a_s}{F_s}\left(\frac{\kappa m_s}{m_{ox}}\right)^2+\frac E{F_s}+\frac1{2\kappa}.\tag{8}
\]

**Capture at a given depth**

A trap is treated as a point that captures at a rate equal to a coefficient \(c\) times the local electron density. The coefficient contains the lattice relaxation that follows capture, and is assumed independent of depth. Then

\[
r(x)=cN_s|\psi(x)|^2=r_0e^{-2\kappa x},\qquad r_0=cN_s|\psi(0)|^2.\tag{9}
\]

The traps counted in \(N_t\) are empty before switching and lie many \(k_BT\) below the Fermi level afterwards, so that emission back to the channel is negligible. Exchange with the gate is also neglected. The occupation \(f\) therefore obeys \(\partial f/\partial t=r(1-f)\), or \(\partial\ln(1-f)/\partial t=-r\). With \(f=0\) at \(t=0\),

\[
f(x,t)=1-\exp\left(-r_0t\,e^{-2\kappa x}\right).\tag{10}
\]

Define \(x_0(t)=\ln(r_0t)/2\kappa\), the depth at which \(r(x_0)t=1\). Equation (10) becomes

\[
f=1-\exp\left[-e^{-2\kappa(x-x_0(t))}\right].\tag{11}
\]

Time enters through \(x_0\) alone: the profile moves rigidly, with speed \(dx_0/dt=1/(2\kappa t)\). No electron travels with this front. Each trap fills directly from the channel, and the front marks the depth at which the waiting time has become equal to the elapsed time. Waiting times grow exponentially with depth, so equal factors of time add equal depths.

The front has a constant width of about three tunnelling lengths \(1/2\kappa\). Occupation 0.9 occurs where \(r_0te^{-2\kappa x}=\ln10\), and occupation 0.1 where it is \(\ln(10/9)\). The distance between the two is

\[
w=\frac1{2\kappa}\ln\frac{\ln10}{\ln(10/9)}\simeq\frac{3.08}{2\kappa}.\tag{12}
\]

**The filled length from start to saturation**

The trapped areal density is \(N_t\ell\), with \(\ell=\int_0^Lf\,dx\). Substitute \(u=r_0te^{-2\kappa x}\), so that \(dx=-du/(2\kappa u)\). The limits become \(u_0=r_0t\) and \(u_L=r_0te^{-2\kappa L}\), and the minus sign reverses their order:

\[
\ell=\frac1{2\kappa}\int_{u_L}^{u_0}\frac{1-e^{-u}}u\,du
=\frac{\mathrm{Ein}(u_0)-\mathrm{Ein}(u_L)}{2\kappa},\tag{13}
\]

where \(\mathrm{Ein}(z)=\int_0^z(1-e^{-u})\,du/u\). To find its behaviour at large \(z\), split the integral at \(u=1\) and write \(E_1(z)=\int_z^\infty e^{-u}du/u\):

\[
\mathrm{Ein}(z)=\ln z+E_1(z)+\left[\int_0^1\frac{1-e^{-u}}u\,du-\int_1^\infty\frac{e^{-u}}u\,du\right].\tag{14}
\]

Integrating both terms in the bracket by parts, with \(du/u=d\ln u\), leaves no boundary terms. The bracket is \(-\int_0^\infty e^{-u}\ln u\,du=-\Gamma'(1)=\gamma\). Thus \(\mathrm{Ein}(z)=\ln z+\gamma+E_1(z)\), while \(\mathrm{Ein}(z)\simeq z\) for small \(z\).

Three regimes follow from (13).

- For \(r_0t\ll1\), \(\ell\simeq r_0t(1-e^{-2\kappa L})/2\kappa\). Filling is linear in time, because even the traps at the interface are mostly empty.
- In the window (3), \(u_0\gg1\) and \(u_L\ll1\). Then \(E_1(u_0)\) and \(\mathrm{Ein}(u_L)\) are both negligible, and \(\ell=X\) as given by (1).
- For \(u_L\gg1\), the two constants \(\gamma\) cancel and \(\ell=\ln(u_0/u_L)/2\kappa=L\). The layer is full and the drift stops.

The logarithm thus belongs to an interval of time. The filled length itself neither diverges at \(t\to0\) nor grows without limit at late times.

**From trapped charge to threshold voltage**

The threshold shift is defined as the additional gate voltage that keeps \(N_s\) fixed. With the semiconductor charge fixed, and no charge in a sheet at the interface, Gauss's law fixes the field just inside the oxide. The surface potential of the semiconductor is also unchanged. Let \(\delta\varphi\) be the change of electrostatic potential due to the traps. Their charge density is \(-eN_tf\), so Poisson's equation is

\[
\frac{d^2\delta\varphi}{dx^2}=\frac{eN_tf}{\varepsilon},\qquad
\delta\varphi(0)=0,\quad \delta\varphi'(0)=0.\tag{15}
\]

Integrate twice up to the gate and exchange the order of integration. A charge at \(x\) contributes to the field over the remaining distance \(d-x\), hence

\[
\Delta V_T=\delta\varphi(d)=\frac e\varepsilon\int_0^L(d-x)N_tf\,dx.\tag{16}
\]

The shift is positive: trapped electrons must be balanced by more positive charge on the gate. Charge near the channel has the largest effect, because the distance to the gate is its lever arm.

The integral of \(f\) is known. For the integral of \(xf\), use the weight \(g=-\partial f/\partial x\), which is concentrated at the front. Since \(f=1-e^{-u}\), one has \(g\,|dx|=e^{-u}|du|\). In the window (3) the range of \(u\) may be extended to \((0,\infty)\), so \(u\) is distributed exponentially and

\[
x=\frac{\ln(r_0t)-\ln u}{2\kappa}.\tag{17}
\]

The moments of \(\ln u\) follow from \(\langle u^p\rangle=\Gamma(1+p)\), whose logarithm generates the cumulants of \(\ln u\). The product formula for the gamma function gives

\[
\ln\Gamma(1+p)=-\gamma p+\sum_{n=1}^\infty\left[\frac pn-\ln\left(1+\frac pn\right)\right].\tag{18}
\]

Its first derivative at \(p=0\) is \(-\gamma\), the mean of \(\ln u\). Its second derivative there is \(\sum n^{-2}=\pi^2/6\), the variance. By (17) the front has mean position \(X\) and variance \(\sigma^2=\pi^2/[6(2\kappa)^2]\). Integration by parts, with the boundary term \(L^2f(L)/2\) negligible in the window, now gives

\[
\int_0^Lxf\,dx=\frac12\int x^2g\,dx=\frac{X^2+\sigma^2}2
=\frac{X^2}2+\frac{\pi^2}{48\kappa^2}.\tag{19}
\]

Putting \(\ell=X\) and (19) into (16) yields (2). Each decade of time adds \(\ln10/2\kappa\) to \(X\), so the drift per decade is

\[
\frac{d\Delta V_T}{d\log_{10}t}=\frac{eN_t}\varepsilon\,\frac{\ln10}{2\kappa}\,(d-X).\tag{20}
\]

The slope falls slowly as the lever arm shortens. When \(X\ll d\) and the capture times are spread by tunnelling depth, as assumed here, a measured slope determines the ratio \(N_t/\kappa\), not the two quantities separately. A logarithmic drift does not by itself prove this assumption: traps at nearly one depth, with a broad, even spread of activation energies for capture, also produce one, and its slope does not depend on \(\kappa\). If such a spread is combined with a wide range of depths, the drift per decade instead grows with time until one of the two ranges is exhausted, because deeper traps and higher activation energies come within reach together. The coefficient \(c\) enters through \(\ln r_0\): a tenfold larger \(c\) moves the curve one decade earlier.

**What uniformity contributes**

The role of the uniform density becomes clear if \(N_t\) is allowed to depend on \(x\). From (11), \(\partial f/\partial\ln t=-(2\kappa)^{-1}\partial f/\partial x=g/2\kappa\), and (16) gives

\[
\frac{d\Delta V_T}{d\ln t}=\frac e{2\kappa\varepsilon}\int_0^L(d-x)N_t(x)\,g(x,t)\,dx.\tag{21}
\]

The local slope on a logarithmic time axis samples the trap density at the front, averaged over its width. A constant slope for \(X\ll d\) therefore needs a density that is uniform on the scale of \(w\) and larger.

A moderate spread of \(c\) at each depth is less important. Let \(\ln c\) have variance \(s^2\), independent of depth, with nearly all traps inside the window (3). In (17), \(\ln r_0\) is then a random quantity independent of \(\ln u\). The mean position contains \(\langle\ln r_0\rangle\), and the variances add:

\[
\sigma^2\rightarrow\frac{\pi^2/6+s^2}{(2\kappa)^2}.\tag{22}
\]

The front broadens, but its advance per decade is unchanged, because \(\langle\ln c\rangle\) is the same at all depths and only shifts the mean position by a constant. The added variance is also constant in time, so the voltage slope (20) is unchanged too. What is held fixed in such a comparison matters. For a log-normal distribution \(\langle\ln c\rangle=\ln\langle c\rangle-s^2/2\), so at given arithmetic mean of \(c\) the front lies \(s^2/4\kappa\) closer to the interface.

**A barrier tilted by the oxide field**

A positive gate lowers the oxide band with depth. Replace the barrier \(\Phi-E\) by \(\Phi-E-F_{ox}x\), with \(F_{ox}=e^2N_s/\varepsilon\) from the channel charge, and write \(|\psi(x)|^2=|\psi(0)|^2e^{-S(x)}\). The occupation is \(1-\exp(-r_0te^{-S})\), so the depth \(x_0\) where \(r_0te^{-S}=1\) obeys \(S(x_0)=\ln(r_0t)\). Differentiation gives \(dx_0/d\ln t=1/S'(x_0)\).

For a slowly varying barrier the semiclassical form is \(|\psi|^2\propto\kappa(x)^{-1}\exp(-2\int_0^x\kappa\,dx')\), with the local decay constant \(\kappa(x)\). Hence \(S'=2\kappa+\kappa'/\kappa\), in which the second term is small if \(\kappa\) changes little over a length \(1/2\kappa\). To leading order

\[
\frac{dX}{d\log_{10}t}\simeq\frac{\ln10}{2\kappa(X)},\qquad
\kappa(X)=\frac{\sqrt{2m_{ox}(\Phi-E-F_{ox}X)}}\hbar.\tag{23}
\]

The front now speeds up slightly on the logarithmic axis, which opposes the loss of lever arm in (20).

**Worked example**

Take round model parameters: \(N_s=2\times10^{12}\ \mathrm{cm^{-2}}\), \(\Phi=3\) eV, masses 0.3 and 0.5 electron masses, relative permittivities 10 and 4 for channel and oxide, \(d=40\) nm, \(L=4\) nm, \(N_t=10^{18}\ \mathrm{cm^{-3}}\) and \(c=10^{-9}\ \mathrm{cm^3/s}\). The channel field is that of the channel charge, \(F_s=e^2N_s/\varepsilon_s=0.0362\) eV/nm, where \(\varepsilon_s\) is the channel permittivity; the weakening of this field within the channel is ignored. A self-consistent channel field would roughly halve \(r_0\), which delays the curve by about 0.3 decade and hardly changes its slope. Depletion charge is left out. Without it the self-consistent well holds its second level only about 0.015 eV above the first, so a single occupied subband would require low temperature; in a real inversion layer the depletion charge adds to both \(F_s\) and \(F_{ox}\).

Equation (6) gives \(E=0.119\) eV. The barrier is \(3-0.119=2.881\) eV and \(2\kappa=12.30\ \mathrm{nm^{-1}}\). Equation (8) gives \(|\psi(0)|^2=0.0196\ \mathrm{nm^{-1}}\). Direct diagonalization on a grid confirms the energy and decay constant within 0.1%, and the interface density within 0.4%. The electron density at the interface is \(3.91\times10^{17}\ \mathrm{cm^{-3}}\), so

\[
r_0=10^{-9}\times3.91\times10^{17}\ \mathrm{s^{-1}}=3.91\times10^8\ \mathrm{s^{-1}}.
\]

The logarithmic window opens after a few times \(1/r_0=2.6\times10^{-9}\) s and closes well before \(e^{2\kappa L}/r_0=5.9\times10^{12}\) s. At \(t=1\) s,

\[
X=\frac{19.785+0.577}{12.298}\ \mathrm{nm}=1.656\ \mathrm{nm}.
\]

The front advances by \(2.303/12.30=0.187\) nm per decade, and its width (12) is 0.25 nm, about 1.3 decades of advance.

For the voltage, the channel charge produces an oxide field of 0.0905 V/nm. Scaling this by \(N_t/N_s=10^{-3}/0.02\ \mathrm{nm^{-1}}\) gives \(eN_t/\varepsilon=4.52\ \mathrm{mV/nm^2}\). The bracket in (2) at 1 s is \(66.23-1.37-0.005=64.85\ \mathrm{nm^2}\), hence \(\Delta V_T=293\) mV. The finite width of the front is responsible for the last, very small term.

Between \(10^{-3}\) s and \(10^8\) s the shift grows from 195 to 548 mV, while \(X\) moves from 1.09 to 3.15 nm. Numerical integration of the filling and of Poisson's equation agrees with (2) to within one part in \(10^5\) at five times in this range. That agreement measures the approximation made in passing from (10) and (16) to (2), not the realism of the trap model.

The slope decreases from 32.95 to 31.21 mV per decade, a factor 0.947. Equation (20) attributes this to the lever arm: \((40-3.15)/(40-1.09)=0.947\). A straight line on a logarithmic time axis is therefore a good description here, but not an exact one. If the layer eventually filled completely, (16) with \(f=1\) would give \((eN_t/\varepsilon)L(d-L/2)=688\) mV.

A spread of \(\ln c\) with standard deviation 2, at fixed mean of \(\ln c\), lowers the shift at 1 s by 0.06 mV and leaves the slope at 32.48 mV per decade. If the arithmetic mean of a log-normal \(c\) were fixed instead, the front would lie \(4/(2\times12.30)=0.16\) nm closer to the interface, almost a decade of delay.

The tilt has a larger effect than the spread at fixed \(\langle\ln c\rangle\). With \(E\) and \(r_0\) kept at their flat-barrier values, the Airy solution for the linear barrier gives \(X=3.24\) nm at \(10^8\) s. The barrier there is \(2.881-0.0905\times3.24=2.588\) eV, and (23) predicts an advance of

\[
0.1872\sqrt{\frac{2.881}{2.588}}\ \mathrm{nm}\simeq0.198\ \mathrm{nm}
\]

per decade, in agreement with the numerical result. The voltage shift is 563 mV, which is 2.7% above the flat-barrier value. Further values are listed in the numerical output.

**Where the result fails**

By \(10^8\) s the trapped density is \(3.15\times10^{11}\ \mathrm{cm^{-2}}\), or 16% of \(N_s\). Its own field also tilts the barrier, already within the filled layer, and this contribution has been left out of (23). It lowers the barrier at the front by about \(e^2N_tX^2/2\varepsilon\simeq0.02\) eV, against 0.29 eV from the channel charge. It grows with \(N_t\), so a much denser trap layer requires the barrier and the occupation to be solved together.

If the gate voltage is held fixed instead of \(N_s\), trapping depletes the channel and \(r_0\) becomes time dependent. As long as the change of \(\kappa\) can be ignored, the rate equation still integrates directly, and \(r_0t\) in (10) is replaced by \(\int_0^tr_0(t')\,dt'\). A modest fall of \(r_0\) then changes the front through a logarithm. If the channel is nearly emptied, this integral, \(U\), stops growing in proportion to time and the slope (20) no longer holds. The drift can still be logarithmic. In weak inversion with ideal gate coupling \(N_s\propto e^{-e\Delta V_T/k_BT}\). If \(r_0\propto N_s\) and \(B=d\Delta V_T/d\ln U\) is nearly constant, then \(dU/dt\propto U^{-\alpha}\) with \(\alpha=eB/k_BT\), so \(U\propto t^{1/(1+\alpha)}\) and the slope is reduced by the factor \(1/(1+\alpha)\). This lasts as long as the traps remain well below the falling Fermi level.

Traps close to the Fermi level reach a partial equilibrium occupation and also emit, contrary to the assumption behind (10). In a thin oxide the condition \(X\ll d\) fails, and traps near the gate can exchange electrons with it. Finally, a capture coefficient that varies systematically with depth changes the exponent in (9), and the advance of the front per decade is then no longer set by the tunnelling constant alone.

## Numbers as computed

```
channel density N_s = 2.0e+12 cm^-2
band offset = 3.0 eV; masses 0.3, 0.5 m_e
relative permittivities: channel 10, oxide 4
oxide thickness d = 40 nm; trap layer L = 4 nm
trap density N_t = 1.0e+18 cm^-3
capture coefficient c = 1.0e-09 cm^3/s
channel field = 0.0362 V/nm
subband energy E: Airy 0.11900 eV, grid 0.11900 eV
barrier seen by electron = 2.8810 eV
kappa = 6.1489 nm^-1
2 kappa: formula 12.2977, grid 12.2958 nm^-1
|psi(0)|^2: formula 0.01956, grid 0.01954 nm^-1
interface density = 3.911e+17 cm^-3
r0 = 3.9113e+08 s^-1; 1/r0 = 2.557e-09 s
end of log window exp(2 kappa L)/r0 = 5.903e+12 s
front advance, flat barrier = 0.1872 nm/decade
90-10% front width = 0.2508 nm
flat barrier, numerical integration and closed drift law:
 t=1e-03 s: X=1.0940 nm, dVT=195.23 mV (law 195.23 mV), slope=32.95 mV/decade
 t=1e+00 s: X=1.6557 nm, dVT=293.38 mV (law 293.38 mV), slope=32.48 mV/decade
 t=1e+03 s: X=2.2174 nm, dVT=390.10 mV (law 390.10 mV), slope=32.00 mV/decade
 t=1e+06 s: X=2.7792 nm, dVT=485.40 mV (law 485.40 mV), slope=31.53 mV/decade
 t=1e+08 s: X=3.1536 nm, dVT=548.13 mV (law 548.13 mV), slope=31.21 mV/decade
trapped density at 1e8 s = 3.154e+11 cm^-2
saturated shift = 687.61 mV
spread of ln c: standard deviation 2.0, at t=1 s:
 dVT=293.322 mV (law 293.322 mV), without spread 293.381 mV
 slope with spread = 32.48 mV/decade
tilted barrier, oxide field = 0.0905 V/nm:
 t=1e+00 s: X=1.6804 nm, dVT=297.66 mV, advance=0.1927 (local law 0.1924) nm/decade
 t=1e+08 s: X=3.2421 nm, dVT=562.86 mV, advance=0.1978 (local law 0.1976) nm/decade
```
